Mixing or Newton near the thermal fold of a switching filament

**Definitions and conventions**

A conducting filament of length L and radius a₀ lies along x between two electrodes held at the temperature T₀ and the voltage V. T and φ are section averages of temperature and potential. In steady state, current continuity and heat conduction read

(σφ′)′ = 0
κT″ + σφ′² − g(T − T₀) = 0
σ(T) = σ₀ exp(−Eₐ/k_BT)

The prime is d/dx, κ is the thermal conductivity, and g is the heat lost sideways per volume and kelvin. The algebra is in atomic units with k_B kept; the equations have the same form in any coherent units. Numbers are in nm, eV, V and K.

It is convenient to divide the heat equation by κ. Let

u = T − T₀,  s = σ/κ,  s_T = ds/dT = s Eₐ/(k_BT²),  ℓ = √(κ/g)
A = −d²/dx² + 1/ℓ², with u = 0 at both ends

so that heat conduction is Au = sφ′². Continuity says that j = sφ′ does not depend on x. Hence φ′ = j/s, V = j∫dx/s, and the heating is j²/s.

The setting discussed here is the mixing weight ω of a self-consistent iteration, together with the choice between mixing and Newton's method. The same choice arises for the self-consistent field of an electronic-structure calculation; here the mixed quantity is the temperature. Given u, continuity is solved at that temperature, and the heat equation is then solved with the resulting heating. This defines the Picard map P:

A P(u,V) = j²/s,  j = V/∫dx/s,  s taken at T₀ + u

Relaxed Picard iteration is

u_next = (1 − ω)u + ωP(u,V)

and ω = 1 is plain Picard. Newton's method instead solves the linearized equations for φ and u together.

**When there is a turning point**

A voltage turning point, or fold, is a maximum V_c of the voltage along the cold branch of solutions. It does not exist for every filament.

Suppose first that g = 0, so that heat leaves through the electrodes alone. Measure φ from the hottest plane, the middle. By continuity, (κT′ + σφφ′)′ = κT″ + σφ′² = 0. The bracket is therefore constant, and it vanishes in the middle, where T′ = 0 and φ = 0. Thus κ dT = −σφ dφ. Integrating from the middle (φ = 0, T = T_m) to an electrode (φ = V/2, T = T₀) gives

V²/8 = ∫ κ/σ dT, from T₀ to T_m

The right side grows with T_m, so V has no maximum. For a peak of 437 K this integral gives 1.516 V, and the mesh solution gives 1.515 V.

The opposite limit is L ≫ ℓ, where the interior is uniform and the field E obeys E² = g(T − T₀)/σ. Then

ln E² = ln(T − T₀) + Eₐ/(k_BT) + constant

and setting its derivative to zero gives

1/(T − T₀) = Eₐ/(k_BT²), or k_BT² = Eₐ(T − T₀)
T = (Eₐ/2k_B)[1 − √(1 − 4k_BT₀/Eₐ)]

The lower root is the maximum met on heating from T₀. It requires Eₐ > 4k_BT₀, which is 0.103 eV at 300 K. Lateral loss and a sufficient activation energy are thus both needed in this limit.

For finite L the fold is found by fixing the current. Two solutions u₁, u₂ with the same j would satisfy

∫(u₁ − u₂)A(u₁ − u₂)dx = j²∫(u₁ − u₂)(1/s₁ − 1/s₂)dx

The left side is positive unless u₁ = u₂. The right side cannot be positive, because 1/s falls with temperature. The state at given j is therefore unique, and V(j) can be followed through its maximum.

**Why the fold slows mixing and makes Newton singular**

Let M = ∂P/∂u at a solution. Eliminating φ from the linearized equations leaves the derivative of A(u − P(u,V)), which is A(I − M). On a mesh, the determinant of the coupled Newton matrix is therefore

det J = det(continuity block) · det A · det(I − M)

The first two factors are positive. The Newton matrix is singular when, and only when, M has the eigenvalue 1.

This happens at the fold. Differentiating u(j) = P(u(j),V(j)) with respect to j gives

(I − M) du/dj = (∂P/∂V) dV/dj

and the right side vanishes where dV/dj = 0. The vector du/dj is not zero, since differentiating Au = j²/s gives (A + j²s_T/s²)du/dj = 2j/s > 0. It is thus an eigenvector of M with eigenvalue 1.

The other eigenvalues matter for mixing. A temperature change δT alters the heating by

δ(j²/s) = −j²(s_T/s²)δT + (2j/s)δj
δj = j∫(s_T/s²)δT dx / ∫dx/s

where the second line follows from fixed V. The first term is local and negative: at given current, a hotter section is heated less. The second is positive and collective: warming lowers the total resistance, and the current rises everywhere. The collective term drives the fold.

For a δT that is odd about the middle, the integral in δj vanishes and the local term alone remains. These eigenvalues are real and negative, because A is positive definite and j²s_T/s² is positive. If one lies below −1, plain Picard overcorrects: one half of the filament becomes too hot and the other too cold, in alternation, with an amplitude that grows while it is small. In exact arithmetic a mirror-symmetric start stays symmetric, but a small asymmetry with a part along the unstable mode then grows.

Relaxation changes an eigenvalue μ of M into 1 − ω(1 − μ). For real μ < 1 the iteration is stable if

ω < 2/(1 − μ_low)

where μ_low is the lowest eigenvalue. This makes any overcorrection die out. It does not move the eigenvalue 1, which stays at 1 for every ω.

**The rate of mixing near the fold**

Let r and l be the right and left eigenvectors of M for the eigenvalue 1 at the fold, with l·r = 1 and the largest component of r equal to 1. Write δ = V_c − V and a = l·(u − u_c), where u_c is the solution at the fold. Near the fold, a is then close to the temperature difference from the fold solution, in kelvin, at the place that responds most. Expand P about the fold and project on l. The linear term gives a, because lM = l, and

a_next = a + ω(ca² − bδ)
c = ½ l·P_uu[r,r],  b = l·∂P/∂V = 2 l·u_c/V_c

The last form holds because P is proportional to V² and P = u_c at the fold. The other components of u decay quickly if their relaxed eigenvalues are well inside the unit circle. They then enter at higher order in a.

For δ > 0 the fixed points are a = ±α with α = √(bδ/c). The derivative of the map is 1 + 2ωca, so the solution at −α is stable and the one at +α is not. The cold branch has the rate

ρ = 1 − 2ωcα = 1 − 2ω√(bcδ)

Close to the fold the steps are small, and n may be treated as continuous:

da/dn = ωc(a² − α²), solved by a = −α coth(ωcαn)

for a start far below the fold. At late times coth z ≈ 1 + 2e^(−2z), so the error is 2α e^(−2ωcαn). It reaches a tolerance τ after

n ≈ ln(2α/τ)/(2ωcα)

Up to the logarithm, n grows as δ^(−1/2): a voltage four times closer to the fold takes about twice as many steps.

At the fold, da/dn = ωca² gives |a| ≈ 1/(ωcn), so the error falls only as 1/n. Above it, da/dn = ω(ca² + b|δ|) has no fixed point. The iteration passes the place where the solution used to be in about

n ≈ π/(ω√(bc|δ|))

steps, and its smallest change there is ωb|δ|.

**Newton near the fold**

Projected on the left null vector of the coupled Newton matrix, the residual is, to leading order, proportional to ca² − bδ, since it must vanish at the same two solutions. Its derivative is proportional to 2ca. A Newton step is therefore

a_next = a − (ca² − bδ)/(2ca) = ½(a + α²/a)

With y = −a/α this becomes y_next = ½(y + 1/y). Because coth 2z = ½(coth z + 1/coth z), the solution is

y_n = coth(2ⁿz₀), coth z₀ = y₀

While y ≫ 1, each step halves the distance. Once y is near 1, y_next − 1 = (y − 1)²/(2y), which is quadratic convergence. For a cold start at a distance Δ ≫ α from the fold solution, z₀ ≈ α/Δ. The error 2α exp(−2·2ⁿz₀) reaches τ when

n ≈ log₂[(Δ/2α) ln(2α/τ)]

Reducing δ by 4 halves α and adds one step, less a small logarithmic correction. At the fold itself α = 0, and the error halves at every step.

**Worked example**

Take L = 50 nm, a₀ = 10 nm, Eₐ = 0.25 eV, σ₀ = 2×10⁶ S/m, T₀ = 300 K and κ = 1 W/(m K) in both filament and surrounding oxide. The oxide is held at T₀ at the radius b₀ = 40 nm. A uniform heating q raises the section mean above the filament edge by qa₀²/(8κ), and the edge above the sink by qa₀² ln(b₀/a₀)/(2κ). Hence

1/g = a₀²[1/8 + ½ ln 4]/κ = 10⁻¹⁶ × 0.818 m³K/W

or g = 1.22×10¹⁶ W/(m³K), and ℓ = 9.05 nm. A local lateral loss is accurate only if ℓ is well above both the filament radius and the oxide thickness. Here it is below both, so the section-average equations serve as a model problem and describe this geometry only roughly. The long-filament formula gives a fold at 340 K and 0.352 MV/cm. The voltage difference between filaments of length 60ℓ and 40ℓ, divided by 20ℓ, gives the same field to three figures.

For L = 50 nm, on 120 cells, the fold lies at V_c = 2.574 V (0.0946 atomic units), with a current of 10.4 μA and a peak of 383 K. Solving the continuous equations at the fold current gives 2.575 V. The fold coefficients are b = 56.9 K/V and c = 0.00293 K⁻¹, so bcV_c = 0.429. These values, and the eigenvalues and counts below, belong to the 120-cell mesh. The converged continuous problem has b = 57.2 K/V, c = 0.00286 K⁻¹ and bcV_c = 0.421, its lowest eigenvalues near the fold are about 0.004 more negative, and its Picard counts near the fold are about 1% larger.

The comparison keeps the mesh, the cold start, ω = ½ and a true error of 10⁻⁶ K fixed. The columns are the relative distance ε = δ/V_c, the top and lowest eigenvalues of M, then the steps of relaxed Picard and of Newton.

10⁻¹: 0.570, −0.508; 71, 4
10⁻²: 0.865, −0.844; 244, 6
10⁻³: 0.958, −0.966; 766, 7
10⁻⁴: 0.987, −1.006; 2307, 9
10⁻⁵: 0.996, −1.019; 6803, 10
10⁻⁶: 0.999, −1.023; 19823, 12

At ε = 10⁻⁶ the formulas give 1 − ρ = √(0.429×10⁻⁶) = 6.55×10⁻⁴ and α = 0.224 K. The predicted count is ln(0.447/10⁻⁶)/(6.55×10⁻⁴) ≈ 19,860, against 19,823 found. For Newton, going from ε = 10⁻² to 10⁻⁶ should add ½log₂10⁴ = 6.64 steps, reduced to 6.2 by the logarithm; 6 were added. In the last run y went 6.145, 3.157, 1.737, 1.156, 1.011, 1.000, as the halving law requires to within about 0.1%.

The lowest eigenvalue passes −1 between ε = 10⁻³ and 10⁻⁴, so plain Picard becomes linearly unstable before the fold is reached. At ε = 10⁻³ the mode is odd about the middle. A small disturbance along it shrank by the factor 0.502 in 20 plain steps, in agreement with 0.966²⁰. Growth beyond the crossing is inferred from the eigenvalue; no plain run was made there.

**Choosing the weight**

At the fold μ_low = −1.025 on this mesh, so for real eigenvalues stability needs ω < 2/2.025 = 0.988; the converged continuous problem has μ_low = −1.030 and the bound 0.985. A weight of 0.9 leaves a margin: the lowest mode is multiplied by 1 − 0.9 × 2.025 = −0.82 per step. Since the count near the fold is proportional to 1/ω, going from 0.5 to 0.9 saves a little under half of the steps. Near the fold, no stable fixed weight saves more than about half. Reducing ω cures an alternating error but lengthens a slow, one-sided approach. The sign pattern of successive changes tells the two apart.

**Choosing the stopping test**

Once a single mode dominates, errors obey e_next = ρe. The last change is e − e_next = (1/ρ − 1)e_next, so

remaining error ≈ ρ/(1 − ρ) × last change

and ρ can be read from the ratio of successive changes. At ε = 10⁻⁴ a change of 0.0010 K left an error of 0.146 K, where the formula gives 0.151 K. The quadratic term accounts for the difference. The change is ωc(2αe + e²), so the linear formula overestimates the error by the factor 1 + e/(2α) ≈ 1.03 for α = 2.24 K.

Above the fold a test on the change alone can accept a solution that does not exist. At ε = 10⁻⁵ above V_c the smallest change was 0.00073 K, so a threshold of 0.001 K would have stopped the iteration there. The passage took 2999 steps, counted until a reached 30 K. The formula gives 3032 for a passage between infinite distances. The two missing tails, 1/(ωca) at a = 30 K and at the starting distance of 73 K, amount to about 23 and 9 steps, together close to the shortfall of 33. A ratio of successive changes that approaches 1 and then exceeds it is the sign of such a passage.

**Choosing the method**

Newton is cheaper when one of its steps costs less than the ratio of the two counts: about 18 Picard steps at 10% below the fold, 110 at 0.1%, and 1650 at one part per million. These ratios hold for ω = ½. Close to the fold, the best weight would nearly halve them. Far below the fold, with a costly Newton matrix, mixing can be the better choice. The comparison is with mixing at a fixed weight. Mixing that uses earlier iterates (Anderson, Pulay or Broyden) does not follow the δ^(−1/2) law: on this problem Anderson mixing with five stored differences needs only a few tens of steps even at one part per million below the fold, so these ratios do not apply to it.

A Newton step that overshoots a = 0 may converge to the other solution. It can be recognized by a change of sign of det J, provided one eigenvalue alone has crossed 1, and then halved. In the runs above no step needed this.

In a voltage sweep the previous solution is a better start. If the previous δ was four times larger, then y₀ = 2, and Newton proceeds as 1.25, 1.025, 1.0003. Mixing keeps its rate ρ and gains only the early part of the approach.

The fold can be located from below, because (1 − ρ)² is linear in V near V_c. The top eigenvalues at ε = 10⁻³ and 10⁻⁴ give (1 − μ)² = 1.75×10⁻³ and 1.73×10⁻⁴. The straight line through them vanishes within about 2×10⁻⁶ of V_c, relative to V_c. To follow the solution through the fold, fix the current instead of the voltage.

The rate and halving laws use little of the heat problem. They hold for any smooth self-consistent map whose solution ends at a simple fold, with its own b and c and with the other relaxed eigenvalues inside the unit circle. A self-consistent electronic solution that disappears in this way as a parameter is varied falls under the same analysis when it is iterated by linear mixing at a fixed weight or by Newton's method; the rate law does not describe the Pulay or Broyden mixing common in such calculations.

**The model beside a real device**

The parameters are rough values in the regime of a niobium dioxide threshold selector. The prefactor was chosen to bring the fold to a few volts, and the resulting conductivity at 300 K, 126 S/m, may be high for an insulating film. The assumption that fails most clearly is a field-independent activation energy. With a rough relative permittivity of 45, Poole-Frenkel lowering at the mean field of 0.51 MV/cm is 0.08 eV, a third of Eₐ. Including it lowers the long-filament fold field from 0.35 to 0.16 MV/cm. At the cold, resistive contacts, where T = T₀, the model field reaches 2.6 MV/cm and the lowering 0.18 eV (2.3 MV/cm and 0.17 eV at the middle of the first mesh cell, the values in the output), so the contact regions are beyond the model. A thermal contact resistance of 10⁻⁸ m²K/W would reduce V_c to 1.96 V, by 24%. At the hottest section the parabolic profile assumed in g gives a fall of about 25 K from the filament's axis to its edge, which changes the conductivity by a factor of 1.65. The heating is then stronger on the axis than at the edge, so the actual fall is larger. With a rough Seebeck coefficient of Eₐ/T₀ per unit charge, about 0.8 mV/K, the Seebeck field is about 7% of the local ohmic field at the contact and below 10% everywhere. The fold voltage is thus an illustration and not a device prediction. The convergence laws survive such changes as long as a simple fold remains, but b, c and the admissible weight must be found anew. The numerical output that follows gives the values to more digits.

Computed results

```
activation energy 0.25 eV, prefactor 2.0e+06 S/m
ambient 300 K, conductivity there 126.2 S/m
length 50 nm, radius 10 nm, heat sink at 40 nm
thermal conductivity: filament 1.0, oxide 1.0 W/(m K)
lateral loss g 1.222e+16 W/(m3 K), healing length 9.05 nm
cells 120, error tolerance 1e-06 K, Picard weight 0.5
least activation energy for a long-filament fold 0.1034 eV
long-filament fold: 339.8 K, field 0.3523 MV/cm
same field from two long filaments 0.3518 MV/cm
no lateral loss, peak 437.1 K: V 1.5148 V, quadrature 1.5160 V
fold voltage 2.57410 V = 0.094597 atomic units
fold voltage, continuous problem 2.57495 V
fold current 10.37 uA
fold peak temperature 382.99 K
plain Picard at fold: top eigenvalue 1.00000000
  lowest eigenvalue -1.0253
relaxed Picard at fold: largest other modulus 0.5000
fold coefficients: b 56.915 K/V, c 0.002931 1/K
(Vc-V)/Vc, plain top, plain lowest, relaxed rate, Picard, Newton steps:
  1e-01 0.569736 -0.5080 0.784868     71   4
  1e-02 0.865278 -0.8437 0.932639    244   6
  1e-03 0.958113 -0.9661 0.979056    766   7
  1e-04 0.986848 -1.0064 0.993424   2307   9
  1e-05 0.995851 -1.0193 0.997925   6803  10
  1e-06 0.998689 -1.0234 0.999344  19823  12
plain Picard at 1e-3, lowest mode: mirror parity -1.000
  disturbance after 20 steps times 0.5021
1-rate at 1e-6: computed 0.000656, law 0.000655
Picard steps at 1e-6, predicted 19856
extra Newton steps 1e-2 to 1e-6: 6, predicted 6.21
Newton step halvings in all runs: 0
at 1e-4: Picard change 0.000999 K, true error 0.14601 K
  error predicted from that change 0.15087 K
Newton at 1e-6, y and next y:
  6.14492  3.15701  (law 3.15383)
  3.15701  1.73735  (law 1.73688)
  1.73735  1.15646  (law 1.15647)
  1.15646  1.01058  (law 1.01058)
  1.01058  1.00006  (law 1.00006)
Newton error ratio at fold 0.50008
Picard error at fold after 20000 steps 0.03408 K
  law 1/(omega c n) 0.03412 K
above fold by 1e-05: passage 2999 steps, law 3032
  least change 0.000733 K, law 0.000733 K
mean field at fold 0.515 MV/cm, at contact 2.289 MV/cm
Poole-Frenkel lowering (permittivity 45): mean 0.081 eV
  at contact 0.171 eV
  long-filament fold field with it 0.1634 MV/cm
fold voltage with contact resistance 1e-08 m2K/W: 1.9572 V
radial drop 25.4 K, conductivity ratio 1.65
Seebeck field / ohmic field at contact 0.073
```
